# Jamming of trimers adsorbed irreversibly on a one-dimensional lattice

## The problem

A precursor molecule binds to a row of equivalent surface sites. Its ligands cover three consecutive sites, so on this row it acts as a trimer. The row is infinitely long and starts empty. A molecule attempts to land on each set of three consecutive sites at the same constant rate $k$, independently of all other sets. It sticks if all three sites are empty and is rejected otherwise. Adsorbed molecules neither move nor leave, and they interact only by blocking sites.

Find

1. the fraction $\theta$ of sites that are covered, as a function of time, and its final value $\theta_J$;
2. the number of gaps of each length in the final state;
3. the time needed to reach 99 % of the final coverage if $k=2\ \mathrm{s^{-1}}$.

Time enters only through the product $\tau=kt$, so the calculation is done in the dimensionless time $\tau$, in which each landing position is attempted at rate 1.

## A tempting solution

A given site can be covered by three different landings: it may become the left, the middle or the right site of a trimer. Each landing needs three empty sites. If $E_3$ is the probability that three given consecutive sites are all empty, then

$$\frac{d\theta}{d\tau}=3E_3 .$$

A single site is empty with probability $1-\theta$, which suggests $E_3=(1-\theta)^3$. With $u=1-\theta$ this gives $du/d\tau=-3u^3$, and therefore

$$\frac{d}{d\tau}\,u^{-2}=-2u^{-3}\frac{du}{d\tau}=6 .$$

Since $u(0)=1$, it follows that $u^{-2}=1+6\tau$, or

$$\theta=1-\frac{1}{\sqrt{1+6\tau}} .$$

As $\tau\to\infty$ this tends to 1: every site would end up covered.

## Where it fails

Full coverage is impossible under the stated rules. Take eight consecutive sites, numbered 1 to 8. With nonzero probability, the first two landings that touch this stretch cover sites 1–3 and 6–8. Sites 4 and 5 then stay empty for ever, because no trimer fits between its neighbours. Such stretches occur with a finite density along the row, so $\theta_J<1$.

The equation $d\theta/d\tau=3E_3$ is correct. The fault is the replacement of $E_3$ by $(1-\theta)^3$, which treats the three sites as independent. They are not, because one landing covers three neighbours at once.

The error is present from the start. Three consecutive sites are touched by five possible landings, so at early times $E_3\approx1-5\tau$. The product form gives $(1-3\tau)^3\approx1-9\tau$, because it counts a landing once for each site of the triple that it covers: the five landings cover 1, 2, 3, 2 and 1 of these sites, which add up to 9. Early on, the product form therefore underestimates the room left for adsorption. In the final state the error has the opposite sign: $E_3$ is zero, while $(1-\theta)^3$ is not, since single empty sites remain.

What is needed is an equation for $E_3$ itself.

## Equations for empty strings

Let $E_n(\tau)$ be the probability that $n$ given consecutive sites are all empty, whatever the state of the sites beyond them. Because the row starts empty and is uniform, $E_n$ does not depend on position, and $E_n(0)=1$.

Adsorption is irreversible, so an empty string can be destroyed but never created. It is destroyed by a landing that overlaps it. For that event, the string must still be empty and so must the three landing sites. The rate is thus the probability that the union of the string and the landing sites is empty. Two overlapping strings of consecutive sites have a union that is again a string of consecutive sites, so this probability is another $E_m$. No approximation is needed.

For $n\ge2$ the overlapping landings are the following.

- There are $n-2$ landings that lie wholly inside the string. The union is the string itself, and each contributes $E_n$.
- Two landings, one at each end, stick out by one site. Each contributes $E_{n+1}$.
- Two landings, one at each end, stick out by two sites. Each contributes $E_{n+2}$.

Hence

$$\frac{dE_n}{d\tau}=-(n-2)E_n-2E_{n+1}-2E_{n+2},\qquad n\ge2. \tag{1}$$

For a single site, each of the three overlapping landings has a union of exactly three sites:

$$\frac{dE_1}{d\tau}=-3E_3. \tag{2}$$

Since $\theta=1-E_1$, equation (2) is the coverage equation used above.

## Solving them

Equation (1) couples each string to longer ones, so it cannot be solved from the bottom up. Its structure suggests a way out. Lengthening a string by one site adds one inner landing, which acts at rate 1, while the landings at the ends keep the same form. This suggests that each extra site multiplies $E_n$ by $e^{-\tau}$:

$$E_n(\tau)=e^{-(n-2)\tau}\,\varphi(\tau),\qquad n\ge2,\qquad \varphi(0)=1. \tag{3}$$

The left side of (1) becomes

$$\frac{dE_n}{d\tau}=-(n-2)E_n+e^{-(n-2)\tau}\frac{d\varphi}{d\tau}.$$

The first term cancels the first term on the right of (1). The other two terms on the right are

$$-2E_{n+1}-2E_{n+2}=-2\,e^{-(n-2)\tau}\left(e^{-\tau}+e^{-2\tau}\right)\varphi .$$

The common factor $e^{-(n-2)\tau}$ drops out, and every equation with $n\ge2$ reduces to the same one:

$$\frac{d\varphi}{d\tau}=-2\left(e^{-\tau}+e^{-2\tau}\right)\varphi .$$

Dividing by $\varphi$ and integrating from 0 to $\tau$ gives

$$\ln\varphi=-2\left(1-e^{-\tau}\right)-\left(1-e^{-2\tau}\right).$$

With the abbreviation $x=e^{-\tau}$,

$$\varphi=e^{x^2+2x-3},\qquad E_n=x^{\,n-2}\,e^{x^2+2x-3}\quad(n\ge2). \tag{4}$$

In particular, $\varphi$ is $E_2$.

An infinite set of equations might have further solutions with the same initial values, so uniqueness has to be shown. Let $d_n$ be the difference between the true probabilities and (4). Both lie between 0 and 1, so $|d_n|\le1$. The difference obeys (1) with $d_n(0)=0$. Multiplying by the integrating factor $e^{(n-2)\tau}$ and integrating gives

$$d_n(\tau)=-2\int_0^\tau e^{-(n-2)(\tau-s)}\left[d_{n+1}(s)+d_{n+2}(s)\right]ds .$$

The exponential is at most 1. If $M(\tau)$ is the least upper bound of $|d_n(\tau)|$ over all $n\ge2$, then $M(\tau)\le4\int_0^\tau M(s)\,ds$. Starting from $M\le1$ and inserting the bound into itself $m$ times gives $M(\tau)\le(4\tau)^m/m!$. This tends to zero as $m$ grows, so $M=0$ and (4) is the solution.

## The coverage

From (2) and (4),

$$\frac{d\theta}{d\tau}=3E_3=3e^{-\tau}\varphi(\tau).$$

Integrate from 0 to $\tau$ and substitute $y=e^{-s}$, for which $dy=-e^{-s}ds$. The limits $s=0$ and $s=\tau$ become $y=1$ and $y=x$, and the minus sign reverses their order:

$$\theta(\tau)=3\int_x^1 e^{y^2+2y-3}\,dy,\qquad x=e^{-\tau}. \tag{5}$$

At early times $x\approx1-\tau$ and the integrand is close to 1, so $\theta\approx3\tau$, as it must be when nothing is blocked.

The final state is reached as $x\to0$. Completing the square, $y^2+2y-3=(1+y)^2-4$, and setting $z=1+y$ gives

$$\theta_J=3e^{-4}\int_1^2e^{z^2}dz .$$

This can be written with Dawson's function, $D(z)=e^{-z^2}\int_0^z e^{s^2}ds$. Split the integral into one from 0 to 2 minus one from 0 to 1. The first is $e^{4}D(2)$ and the second is $e\,D(1)$, so

$$\theta_J=3\left[D(2)-e^{-3}D(1)\right]. \tag{6}$$

With $D(2)=0.301340$, $D(1)=0.538080$ and $e^{-3}=0.049787$,

$$\theta_J=3\,(0.301340-0.026789)=3\times0.274551\approx0.8237 .$$

The number 0.2746 is the density of adsorbed molecules per site. A close-packed row would hold one molecule per three sites, so steric blocking in random order costs about 18 % of the molecules that could fit.

## A check by another route

The final coverage can also be found without any time dependence. Let $N_\ell$ be the mean number of trimers that end up on an isolated segment of $\ell$ empty sites. The first trimer takes each of the $\ell-2$ positions with equal probability. It leaves two segments, of $m$ and $\ell-3-m$ sites, which then fill independently. Both have the same distribution of lengths, so

$$N_\ell=1+\frac{2}{\ell-2}\sum_{m=0}^{\ell-3}N_m,\qquad N_0=N_1=N_2=0 .$$

This gives $N_3=N_4=N_5=1$, then $N_6=1+\tfrac24=\tfrac32$. For nine sites the sum contains $N_3$ to $N_6$, and $N_9=1+\tfrac27\cdot\tfrac92=\tfrac{16}{7}$.

On a closed ring of $L$ sites the first trimer leaves a segment of $L-3$ sites, so the mean coverage is $3(1+N_{L-3})/L$. For $L=12$ this is $\tfrac{3}{12}\cdot\tfrac{23}{7}=\tfrac{23}{28}\approx0.8214$, already within 0.3 % of $\theta_J$. For $L=24$ the recursion gives 0.82365297, against 0.82365296 from (6). Very small rings can differ strongly: a ring of six sites always fills completely, because the first trimer leaves exactly three sites.

## The gaps in the final state

From (4), $E_3\to0$ as $x\to0$, so no gap of three or more sites survives. Let $g_m$ be the number, per lattice site, of gaps with exactly $m$ empty sites, where $m=0$ means two touching trimers.

Two given adjacent sites are both empty only if they form a two-site gap. Hence

$$g_2=E_2(\infty)=e^{-3}=0.0498 .$$

Empty sites belong to gaps of one or two sites, so $1-\theta_J=g_1+2g_2$ and

$$g_1=0.176347-2\times0.049787=0.0768 .$$

Each trimer has one gap to its right, possibly of zero length. Therefore $g_0+g_1+g_2=\theta_J/3$, and

$$g_0=0.274551-0.076773-0.049787=0.1480 .$$

Divided by $\theta_J/3$, the shares of gaps with 0, 1 and 2 sites are 0.539, 0.280 and 0.181.

These shares rule out a simple repair of the first attempt. One might accept that gaps of 0, 1 and 2 sites remain and assume them equally likely. The mean gap would then be one site, and the coverage $3/(3+1)=0.75$. The actual mean gap is $0.280+2\times0.181=0.642$ sites, and $3/3.642$ returns 0.8237. Short gaps are favoured because of the landings in gaps of three and four sites: filling a three-site gap creates two gaps of length zero, and filling a four-site gap creates one of length zero and one of length one. In a longer gap all landing positions are equally likely, so a landing leaves 0, 1 or 2 empty sites on a given side with equal probability and favours none of these lengths.

## The approach to saturation

Subtracting (5) from its final value leaves

$$\theta_J-\theta=3e^{-3}\int_0^x e^{y^2+2y}dy=3e^{-3}\left(x+x^2+\dots\right), \tag{7}$$

where $e^{y^2+2y}=1+2y+\dots$ was used. At late times the deficit is thus $3e^{-3}e^{-\tau}$: it decays exponentially at the bare rate $k$ of one landing position.

The reason lies in the gaps that are still open. A gap of exactly three sites is an empty triple with both outer neighbours occupied. From $E_3$ one subtracts the cases with an empty left or right neighbour, $E_4$ each, and adds back those with both empty, $E_5$, which were subtracted twice:

$$E_3-2E_4+E_5=E_3(1-2x+x^2)=E_3(1-x)^2 .$$

All empty triples are equally likely to receive the next molecule, so $(1-x)^2$ is the share of landings that go into gaps of exactly three sites. It tends to 1. Such a gap offers a single landing position and fills at rate $k$.

For the 99 % point, the deficit is $0.01\,\theta_J=0.008237$. Equation (7) then requires

$$x+x^2\approx\frac{0.008237}{0.149361}=0.0551,$$

so $x\approx0.0524$ and $\tau=-\ln x\approx2.95$. The full expression (5) gives $\tau=2.951$. With $k=2\ \mathrm{s^{-1}}$,

$$t_{99}=\frac{2.951}{2\ \mathrm{s^{-1}}}\approx1.48\ \mathrm{s}.$$

At that moment $\theta=0.815$, and 90 % of the landings go into gaps of exactly three sites.

The uncorrelated formula gives 0.769 at the same time, which is too low. It passes the true final coverage at $\tau=5.19$ and continues towards 1. Both signs of its error appear: at $\tau=0.5$ it predicts 0.500 where the true coverage is 0.615, and at long times it fills sites that no trimer can reach.

## When the result applies

The final coverage does not depend on $k$. If the precursor pressure varies during the exposure, so that $k$ depends on time but is the same for all positions, every equation holds with $\tau=\int_0^t k\,dt'$. The value of $\theta_J$ is unchanged as long as this integral grows without limit; a shorter pulse stops at the corresponding $\theta(\tau)$.

The value does change if the rules change. If adsorbed molecules can slide along the row, separate one-site and two-site gaps can merge into a gap of three sites, which then accepts another molecule, and the coverage rises above $\theta_J$. Desorption removes the jammed state altogether. Attraction or repulsion between neighbours makes the landing rate depend on the surroundings, and the simple counting behind (1) no longer holds. On a real surface the result requires all the stated rules to hold, on long rows that fill independently of each other. The ends of a short row change the coverage: an isolated row of five sites takes only one molecule and ends at 0.6. Ligands that also block sites in the next row pose a two-dimensional problem, for which the union of two blocked regions is no longer described by a single length.

The numerical output below includes a direct simulation of the landing process on large rings. It gives a coverage of $0.8238\pm0.0003$ (standard error), in agreement with (6).

## Computed values

```
Dawson function D(1) = 0.53807951
Dawson function D(2) = 0.30134039
exp(-3) = 0.04978707
jammed occupied-site fraction = 0.82365296
same from quadrature = 0.82365296
trimers per site at jamming = 0.274551
empty-site fraction at jamming = 0.176347
one-site gaps per site g1 = 0.076773
two-site gaps per site g2 = 0.049787
touching pairs per site g0 = 0.147991
share of gaps with 0, 1, 2 sites = 0.5390, 0.2796, 0.1813
history: tau (units of 1/k), coverage, E_2, E_3
  0.5  0.615060  0.241942  0.146745
  1.0  0.737931  0.118967  0.043766
  2.0  0.800287  0.066469  0.008996
  4.0  0.820866  0.051662  0.000946
  8.0  0.823603  0.049820  0.000017
master equation: ring of 12 sites, 96 states
largest error of rate equations = 4.4e-16
truncated hierarchy: 60 equations
largest error of closed solution = 6.6e-13
exact jammed fraction, ring of 6 sites = 1.00000000
exact jammed fraction, ring of 12 sites = 0.82142857
exact jammed fraction, ring of 24 sites = 0.82365297
exact jammed fraction, ring of 63 sites = 0.82365296
simulation: 20 rings of 60000 sites
  simulated coverage = 0.82382 +/- 0.00029
  simulated g1 = 0.07688 +/- 0.00023
  simulated g2 = 0.04965 +/- 0.00017
  simulated g0 = 0.14807 +/- 0.00029
late amplitude from hierarchy at tau = 8: 0.149411
late amplitude 3 exp(-3) = 0.149361
landing rate k = 2.0 per second
tau at 99 % of jammed coverage = 2.9514
time at 99 % of jammed coverage = 1.4757 s
coverage at that time = 0.815416
share of landings in exact three-site gaps then = 0.8982
uncorrelated estimate of coverage then = 0.7688
tau where that estimate passes the jammed value = 5.1927
```
